# Acoustic-Phonon Scattering in a Kane Conduction Band

An electron in an InAs-like channel has a small edge mass, but at 0.2 eV above the band edge it no longer behaves like a particle of that mass. Its velocity has fallen behind the parabolic value, more final states are available to it, and its Bloch function has acquired a sizeable valence-like part. The extra states favour scattering by acoustic phonons; the changed Bloch functions hinder it. Which effect wins, and what happens to the mobility?

I start with a parabolic band, then add the density of states, the Bloch functions and transport in turn.

## 1. The parabolic band

Let \(E\) be measured from the band edge, \(E=\hbar^2k^2/2m\). A longitudinal acoustic wave with displacement \(\mathbf u\) shifts the edge by \(\Xi\,\nabla\!\cdot\mathbf u\). The crystal has density \(\rho\), volume \(V\) and sound speed \(s\), with \(\omega=sq\). Screening and umklapp processes are neglected.

The displacement amplitude of a mode is \(\sqrt{\hbar/2\rho V\omega}\), and the divergence supplies a factor \(q\). With \(q^2/\omega=\omega/s^2\), the squared matrix elements are

\[
|M_\pm|^2=\frac{\Xi^2\hbar\omega}{2\rho s^2V}\left(N+\tfrac12\pm\tfrac12\right),
\]

where the upper sign is emission and \(N\) is the Bose occupation. For \(\hbar\omega\ll kT\), \(2N+1\simeq 2kT/\hbar\omega\), so

\[
|M_+|^2+|M_-|^2\simeq\frac{K}{V},\qquad K=\frac{\Xi^2kT}{\rho s^2}.
\]

The phonon wavevector has dropped out. If the phonon energy is also neglected in energy conservation, the golden rule gives

\[
W_0=\frac{2\pi}{\hbar}K g_0(E),\qquad
g_0=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

Here \(g_0\) is the density of states per volume for one spin, because the interaction conserves spin.

**Is the elastic limit safe?** Hold \(\rho s^2\) fixed and regard the rate as a function of \(s\). Put \(z=\sigma\hbar\omega/kT\), with \(\sigma=+1\) for emission and \(-1\) for absorption. Both occupation factors are then one function,

\[
\hbar\omega\left(N+\tfrac12+\tfrac{\sigma}{2}\right)=kT\,\frac{z}{1-e^{-z}},
\]

and energy conservation, \(E'=E-\sigma\hbar sq\), also contains only the product \(\sigma s\). The two processes are therefore the same smooth function evaluated at \(+s\) and \(-s\). Their sum is even in \(s\), and the first-order corrections cancel. What remains is second order, provided \(\hbar\omega\ll kT\) and \(\hbar\omega\ll E\). The approximation fails when the temperature is so low that \(kT\) is no longer large beside the phonon energies involved, and very close to the band edge.

The example is a thick, lightly doped layer at 300 K, with rough InAs-like values: \(m=0.023\,m_0\), gap 0.35 eV, \(\Xi=5\) eV, \(\rho=5700\) kg/m³ and \(s=4000\) m/s. Thus \(\rho s^2=569.2\) eV/nm³ and

\[
K=\frac{(5\ \mathrm{eV})^2(0.02585\ \mathrm{eV})}{569.2\ \mathrm{eV/nm^3}}
=1.135\times10^{-3}\ \mathrm{eV^2\,nm^3}.
\]

The parabolic rates are \(2.58\times10^{10}\) s⁻¹ at 0.04 eV and \(5.76\times10^{10}\) s⁻¹ at 0.20 eV. Their ratio is \(\sqrt5\), as it should be.

## 2. More final states

A small model that bends the band has one s state at energy zero and three p states at \(-E_g\), coupled by \(P\mathbf k\). Spin-orbit splitting, remote bands and the free-electron kinetic term are left out. The phase of the s state is chosen to make \(P\) real.

Only the p orbital pointing along \(\mathbf k\) couples to s. With amplitudes \(a\) and \(c\), the eigenvalue equations are

\[
Pk\,c=Ea,\qquad Pk\,a=(E+E_g)c .
\]

Multiplying them and cancelling \(ac\) gives \(E(E+E_g)=P^2k^2\). Divide by \(E_g\), and define \(\alpha=1/E_g\) and \(x=\alpha E\):

\[
\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m},
\qquad m=\frac{\hbar^2E_g}{2P^2}.
\]

Near the edge this returns the parabola, so \(m\) is the edge mass. For the density of states, use \(k=\sqrt{2m\gamma}/\hbar\) and \(d\gamma/dE=1+2x\):

\[
\frac{dk}{dE}=\frac{\sqrt{2m}}{2\hbar}\frac{1+2x}{\sqrt\gamma},
\]

\[
g(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}
=\frac{(2m)^{3/2}}{4\pi^2\hbar^3}\sqrt{\gamma}\,(1+2x).
\]

At fixed energy and edge mass, the gain over the parabolic band is

\[
\frac{g}{g_0}=\sqrt{1+x}\,(1+2x)=1+\tfrac52x+\dots
\]

**Opposite limit.** For \(x\gg1\) the dispersion becomes \(E=Pk\). Direct counting then gives \(g=E^2/(2\pi^2P^3)\). The general formula agrees: it tends to \((2m\alpha/\hbar^2)^{3/2}E^2/(2\pi^2)\), and \(2m\alpha/\hbar^2=1/P^2\). This limit checks the algebra; with a gap of 0.35 eV it lies at energies of several eV, where the omitted remote bands matter.

At 0.20 eV, \(x=0.571\) and the gain is \(1.254\times2.143=2.69\). If nothing else changed, the scattering rate would rise from \(5.76\times10^{10}\) to \(1.55\times10^{11}\) s⁻¹. But the Bloch functions have changed too.

## 3. The Bloch functions

The second eigenvalue equation gives \(c=Pk\,a/(E+E_g)\). Normalization and \(P^2k^2=E(E+E_g)\) then yield

\[
1=a^2\left(1+\frac{E}{E+E_g}\right)
=a^2\,\frac{2E+E_g}{E+E_g},
\]

\[
A\equiv a^2=\frac{1+x}{1+2x},\qquad
C\equiv c^2=\frac{x}{1+2x}.
\]

The acoustic potential varies slowly over a unit cell, so its matrix element contains the inner product of the cell-periodic functions. The s parts contribute \(A\). The p parts are vectors along \(\hat{\mathbf k}\) and \(\hat{\mathbf k}'\), so they contribute \(C\cos\theta\), where \(\theta\) is the scattering angle:

\[
I(\theta)=A+C\cos\theta .
\]

**A condition on this step.** The matrix element is \(\Xi I\) if strain shifts s and p states equally. If the p states have deformation potential \(r\Xi\), it is \(\Xi(A+rC\cos\theta)\). The pure overlap reduction is the case \(r=1\). I keep \(r\) through the angular averages, so that its effect can be examined in section 6.

Over the sphere, \(\langle\cos\theta\rangle=\langle\cos^3\theta\rangle=0\) and \(\langle\cos^2\theta\rangle=1/3\). Hence

\[
F_{\rm out}=\langle(A+rC\cos\theta)^2\rangle=A^2+\frac{r^2C^2}{3}.
\]

Loss of momentum carries the extra weight \(1-\cos\theta\), justified in the next section. The new contribution is \(-\langle2rAC\cos^2\theta\rangle\), so

\[
F_m=A^2+\frac{r^2C^2}{3}-\frac{2rAC}{3}.
\]

Now set \(r=1\). The numerator of \(F_m\) is

\[
(1+x)^2+\frac{x^2}{3}-\frac{2x(1+x)}{3}
=1+\frac{4x}{3}+\frac{2x^2}{3},
\]

and the two factors become

\[
F_{\rm out}=\frac{(1+x)^2+x^2/3}{(1+2x)^2},\qquad
F_m=\frac{1+\frac43x+\frac23x^2}{(1+2x)^2}.
\]

The corresponding rates are

\[
W_{\rm out,m}(E)=\frac{2\pi}{\hbar}\,\frac{\Xi^2kT}{\rho s^2}\,g(E)\,F_{\rm out,m}(E).
\]

**Limits.** At \(x=0\) both factors are 1, and section 1 is recovered. For \(x\gg1\), \(A=C=\tfrac12\), and the factors tend to \(1/3\) and \(1/6\).

The stronger reduction of momentum relaxation has a direct cause. Forward scattering has \(I=A+C=1\), while backscattering has \(I=A-C=1/(1+2x)\). The events that reverse the momentum are the most suppressed. At 0.20 eV the weights are 0.733 and 0.267, so the backscattering probability carries a factor \(0.467^2=0.22\).

The competition can now be read at fixed energy and edge mass:

\[
\frac{W_m}{W_0}=\sqrt{1+x}\;\frac{1+\frac43x+\frac23x^2}{1+2x}.
\]

Its first-order coefficient is \(\tfrac12+\tfrac43-2=-\tfrac16\). With equal strain shifts of the s and p states, the overlap therefore wins at first, by a narrow margin. The ratio reaches its minimum, 0.995, at \(x=0.064\), and returns to 1 at \(x=0.135\), which is 0.047 eV here. Above that the density of states wins. For scattering-out, the coefficient is \(\tfrac12+2-2=+\tfrac12\), so that rate rises from the start.

At 0.20 eV the pieces combine as follows. With \(2\pi/\hbar=9.546\times10^{15}\) eV⁻¹s⁻¹ and \(g=0.01427\) eV⁻¹nm⁻³,

\[
\frac{2\pi}{\hbar}Kg=1.55\times10^{11}\ \mathrm{s^{-1}},
\]

\[
W_m=0.431\times1.55\times10^{11}=6.67\times10^{10}\ \mathrm{s^{-1}}.
\]

A gain of 2.69 and a reduction to 0.431 leave a net factor of 1.16. At 0.04 eV the corresponding numbers are 1.297 and 0.769, and the net factor is 0.998.

The elastic approximation can be judged on these same rates. Keeping the phonon energies and Bose factors in the golden-rule integral changes them by at most about 0.01% at the two energies. The largest phonon energies involved, for backscattering, are 0.9 and 2.3 meV.

## 4. Why the weight is \(1-\cos\theta\)

Apply a weak electric field \(\mathcal E\) along \(z\), and let \(\vartheta\) be the angle between \(\mathbf k\) and \(z\). Try

\[
f=f_0(E)+f_1(E)\cos\vartheta .
\]

Elastic scattering connects states of equal energy, so \(f_1\) is the same before and after a collision. The collision term is

\[
\left.\frac{\partial f}{\partial t}\right|_{\rm coll}
=\frac{2\pi}{\hbar}Kg\,f_1
\left\langle I^2(\theta)(\cos\vartheta'-\cos\vartheta)\right\rangle .
\]

Using \(\mathbf k\) as the polar axis for the final direction,

\[
\cos\vartheta'=\cos\vartheta\cos\theta+\sin\vartheta\sin\theta\cos\varphi .
\]

The last term averages to zero over \(\varphi\), because \(I\) does not depend on \(\varphi\). The collision term is therefore \(-W_mf_1\cos\vartheta\): the trial shape is reproduced, and \(\tau=1/W_m\) is the relaxation time of this \(\cos\vartheta\) part in the elastic, isotropic model. Other angular shapes can decay at other rates, but they carry no current.

The force on an electron is \(-e\mathcal E\). In the steady state,

\[
-e\mathcal E\,v\cos\vartheta\,f_0'=-\frac{f_1\cos\vartheta}{\tau}
\quad\Rightarrow\quad f_1=e\mathcal E v\tau f_0',
\]

where \(f_0'=df_0/dE\). The current density is \(-e\) times the sum of \(v\cos\vartheta\,f\) over both spins. With \(\langle\cos^2\vartheta\rangle=1/3\), the conductivity is

\[
\sigma=\frac{e^2}{3}\int 2g\,v^2\tau(-f_0')\,dE .
\]

Differentiating \(\gamma=\hbar^2k^2/2m\) gives \(v=\hbar k/[m(1+2x)]\). Since \(g=(k^2/2\pi^2)/(\hbar v)\),

\[
2gv^2=\frac{k^2v}{\pi^2\hbar}=\frac{k^3}{\pi^2m(1+2x)} .
\]

The density follows by integrating by parts, with \(k^3/3\pi^2\) the number of states below \(E\) for both spins:

\[
n=\int2gf_0\,dE=\int\frac{k^3}{3\pi^2}(-f_0')\,dE .
\]

Because \(k^3\propto\gamma^{3/2}\), the mobility \(\mu=\sigma/ne\) is

\[
\mu=\frac em\,
\frac{\int(-f_0')\,\gamma^{3/2}\,\tau/(1+2x)\,dE}
{\int(-f_0')\,\gamma^{3/2}\,dE}.
\]

**Parabolic limit.** Put \(\tau=\tau_T(E/kT)^{-1/2}\), where \(\tau_T\) is the time at \(E=kT\), and use Boltzmann statistics. With \(y=E/kT\), the integrals are \(\int_0^\infty ye^{-y}dy=1\) and \(\int_0^\infty y^{3/2}e^{-y}dy=3\sqrt\pi/4\). Thus

\[
\mu_0=\frac em\frac{4\tau_T}{3\sqrt\pi}
=\frac{2\sqrt{2\pi}\,e\hbar^4\rho s^2}{3m^{5/2}(kT)^{3/2}\Xi^2}.
\]

For the example, \(1/\tau_T=2.575\times10^{10}\sqrt{0.02585/0.04}=2.07\times10^{10}\) s⁻¹. The mean time is \(0.752/(2.07\times10^{10})=3.63\times10^{-11}\) s. Multiplication by \(e/m=7.65\times10^{12}\) C/kg gives 278 m²/Vs, or \(2.78\times10^6\) cm²/Vs.

## 5. What lowers the mobility?

For the Kane band, insert \(\tau=1/W_m\). The factor \((1+2x)^2\) from velocity and density of states cancels the denominator of \(F_m\):

\[
\mu\propto
\frac{\int(-f_0')\,\gamma\left[1+\frac43x+\frac23x^2\right]^{-1}dE}
{\int(-f_0')\,\gamma^{3/2}\,dE}.
\]

A weakly nonparabolic limit shows what each part does. Let \(\delta=\alpha kT\ll1\), with Boltzmann statistics. In the numerator, \(\gamma\) contributes \(+\delta y\) and the bracket \(-\frac43\delta y\); weighting by \(ye^{-y}\) gives \(\langle y\rangle=2\), so the change is \(-\frac23\delta\). In the denominator the correction is \(\frac32\delta y\), and its weight gives \(\langle y\rangle=\frac52\), so the change is \(+\frac{15}{4}\delta\). Hence

\[
\frac{\mu}{\mu_0}=1-\frac{53}{12}\delta+O(\delta^2).
\]

Now repeat this with the parabolic rate, keeping the Kane velocity and state counting. The numerator is \(y(1+\frac32\delta y)(1-2\delta y)\), whose change is \(-\delta\). The total is \(-\frac{19}{4}\delta=-\frac{57}{12}\delta\). To first order, then, the fall comes from the band's kinematics, and the altered scattering rate gives back \(\frac13\delta\). The velocity factor \(1/(1+2x)\) alone supplies \(-4\delta\).

At 300 K, \(\delta=0.074\). The first-order result is \(\mu/\mu_0=0.67\), while the full integral gives 0.73, so higher orders matter. The full mobilities, all with the same edge mass and \(\Xi\), and with \(r=1\) where the overlap enters, are:

- parabolic band: \(2.78\times10^6\) cm²/Vs;
- Kane velocity and state counting, parabolic rate: \(2.05\times10^6\) cm²/Vs;
- complete Kane result: \(2.03\times10^6\) cm²/Vs;
- Kane band without the overlap factor: \(1.53\times10^6\) cm²/Vs.

The second and third values differ by less than 1%. The sign of that difference is opposite to the first-order result, because electrons above 0.047 eV relax faster than in the parabolic band. Leaving out the overlap while keeping the enhanced density of states would put the mobility 25% below the complete result.

A separate integration over \(k\), with energies, velocities and overlaps obtained by diagonalizing the s-p Hamiltonian, also gives \(2.03\times10^6\) cm²/Vs. The other values are in the numerical output.

## 6. Where the model bends or breaks

**Strain coupling.** Setting \(r=0\) removes the p contribution. Since \(C\le A\), the removed amount \(C^2/3-2AC/3\) is negative, so momentum relaxation becomes faster. The increase is 7% at 0.04 eV and 25% at 0.20 eV, and the mobility drops to \(1.88\times10^6\) cm²/Vs. The density of states then wins from the band edge upward. For general \(r\), the first-order coefficient of \(W_m/W_0\) is \(\tfrac12-\tfrac23r\), so the narrow initial win of the overlap found in section 3 requires \(r>\tfrac34\) when shear coupling is absent. Shear also splits the p states. Adding a trial term \(t\Xi(\hat q_i\hat q_j-\delta_{ij}/3)\) to the p block, with \(t=\pm0.7\), multiplies the 0.20 eV rate by 0.72 for \(t=+0.7\) and by 1.33 for \(t=-0.7\). For elastic scattering \((\hat{\mathbf q}\cdot\hat{\mathbf k}')(\hat{\mathbf q}\cdot\hat{\mathbf k})=-\tfrac12(1-\cos\theta)\), so the matrix element becomes \(\Xi\{A+C[r\cos\theta-\tfrac t2(1-\cos\theta)-\tfrac t3\cos\theta]\}\). The first-order coefficient of \(W_m/W_0\) is then \(\tfrac12-\tfrac23r-\tfrac{10}{9}t\), and a positive \(t\) can make it negative even at \(r=0\). Strain coupling is therefore a larger uncertainty than the elastic approximation.

**Spin-orbit splitting.** With a splitting of 0.4 eV, and the gap and edge mass held fixed, the momentum-relaxation rate changes by +0.03% at 0.04 eV and by −1.5% at 0.20 eV. These figures are for \(r=1\); for \(r=0\) the changes are −0.7% and −4.0%. The mobility rises by about 3% for \(r=1\) and 4% for \(r=0\). In these cases the neglect is mild, although the splitting exceeds the gap.

**Occupation and thickness.** At \(10^{17}\) cm⁻³ the Fermi level already lies 3.6 meV above the edge. Fermi statistics then lower the acoustic-limited mobility to \(1.74\times10^6\) cm²/Vs. Hard walls 100 nm apart, at which the s envelope vanishes, give a confinement energy of 1.6 meV, small beside \(kT=25.9\) meV. Even so, the number of states per volume, weighted by the Boltzmann factor, is 13% below the bulk value, so the bulk formulas are only approximate at this thickness. For 10 nm the confinement energy is 121 meV, and the bulk density of states must be replaced by that of subbands.

**The real material.** The band and elastic parameters are rough but typical of InAs. The choice \(r=1\) is an idealization: it would leave the gap unchanged under hydrostatic pressure, whereas the gap of InAs widens. The near-cancellation found for \(r=1\) without shear should therefore not be carried over to InAs, but \(r\) alone does not decide the outcome. Tabulated deformation potentials of InAs suggest a small \(|r|\) and \(t\) near \(+1\). With \(r=-0.2\) and \(t=1.1\) the model gives \(W_m/W_0=0.95\) at 0.04 eV and 0.93 at 0.20 eV (0.97 at both energies with the spin-orbit splitting), so the reduction by the Bloch functions then outweighs the added states. Since \(\mu\propto\Xi^{-2}\), raising \(\Xi\) from 5 to 7 eV would halve the result. The calculated mobility is nevertheless far above that of real InAs at room temperature, which is roughly a few times \(10^4\) cm²/Vs. The assumption that fails is that acoustic phonons act alone. An unscreened polar-optical estimate, with a 30 meV phonon and dielectric constants 12 and 15, gives momentum loss 113 times faster than the acoustic process at 0.04 eV and 29 times faster at 0.20 eV. The ratio depends strongly on energy: it is only 24 at 0.025 eV, below the emission threshold. Polar-optical scattering is inelastic and has no simple relaxation time, so no single ratio fixes the mobility. Solving the linearized Boltzmann equation for this process alone, with the same inputs and Boltzmann statistics, gives \(2.7\times10^4\) cm²/Vs. In such a channel the acoustic rate is one small term in the total at room temperature, and \(2\times10^6\) cm²/Vs is the mobility of the acoustic-only model, not a device prediction.

## Calculated quantities

```
edge mass 0.023 m0; gap 0.35 eV; alpha 2.857 /eV
Xi 5.0 eV; density 5700 kg/m3; sound 4000 m/s
temperature 300 K; kT 25.85 meV
rho s^2 = 91.2 GPa = 569.2 eV/nm3
Xi^2 kT/(rho s^2) = 1.1354e-03 eV2 nm3
P = 0.7614 eV nm
--- E = 0.04 eV: x = 0.1143, gamma = 0.04457 eV
k = 0.1640 /nm; s weight 0.9070; p weight 0.0930
DOS per spin 0.00308 /(eV nm3); over parabolic 1.2969
F_out 0.8255; F_mom 0.7692
rate, parabolic band: 2.5754e+10 /s
rate, Kane DOS, no overlap: 3.3400e+10 /s
rate, scattering-out: 2.7571e+10 /s
rate, momentum relaxation: 2.5692e+10 /s
momentum rate / parabolic rate: 0.9976
inelastic change: out -0.008 %, momentum -0.012 %
largest phonon energy 0.864 meV
spin-orbit 0.4 eV: momentum rate x 1.0003
p-state potential zero: momentum rate x 1.0694
p shear +0.7 Xi: x 0.9199; -0.7 Xi: x 1.0835
polar-optical: out 5.080e+12 /s, momentum 2.901e+12 /s
polar/acoustic momentum-loss ratio 112.9
--- E = 0.20 eV: x = 0.5714, gamma = 0.31429 eV
k = 0.4356 /nm; s weight 0.7333; p weight 0.2667
DOS per spin 0.01427 /(eV nm3); over parabolic 2.6862
F_out 0.5615; F_mom 0.4311
rate, parabolic band: 5.7587e+10 /s
rate, Kane DOS, no overlap: 1.5469e+11 /s
rate, scattering-out: 8.6857e+10 /s
rate, momentum relaxation: 6.6689e+10 /s
momentum rate / parabolic rate: 1.1581
inelastic change: out -0.002 %, momentum -0.004 %
largest phonon energy 2.294 meV
spin-orbit 0.4 eV: momentum rate x 0.9845
p-state potential zero: momentum rate x 1.2474
p shear +0.7 Xi: x 0.7240; -0.7 Xi: x 1.3269
polar-optical: out 7.424e+12 /s, momentum 1.915e+12 /s
polar/acoustic momentum-loss ratio 28.7
--- general and mobility
momentum ratio minimum 0.9950 at x = 0.0637
momentum ratio returns to 1 at x = 0.1346
mobility, parabolic: 2.7784e+06 cm2/Vs
mobility, Kane, no overlap: 1.5300e+06 cm2/Vs
mobility, Kane with overlap: 2.0334e+06 cm2/Vs
mobility, k-space integral: 2.0334e+06 cm2/Vs
mobility, Kane velocity, parabolic rate: 2.0505e+06 cm2/Vs
mobility, p-state potential zero: 1.8849e+06 cm2/Vs
Fermi level at 1e+17 /cm3: 3.60 meV above edge
mobility at that density: 1.7414e+06 cm2/Vs
confinement energy: 100 nm 1.63 meV, 10 nm 121.4 meV
equilibrium fraction above E = gap: 2.07e-05
polar inputs: 30 meV, eps 12 and 15
```
